# Formation-energy shift of a neutral silicon defect from lattice-constant mismatch

## Problem

A neutral point defect in silicon is computed in a periodic supercell whose lattice constant is wrong by one percent, equally along all three axes. The atoms are relaxed, but the cell is held fixed. The defect has a relaxation volume of $20\ \text{Å}^3$, and the bulk modulus is $98$ GPa.

(a) By how much, and in which direction, does the mismatch shift the formation energy?

(b) Does a larger supercell remove the shift?

(c) What changes if the strain is that of an epitaxial film, or if the silicon reservoir is under the same pressure as the crystal?

## Definitions

Let the perfect supercell have $N$ lattice sites, equilibrium lattice constant $a_0$, volume $V_0=N\Omega$ and atomic volume $\Omega$. The lattice constant used is $a=a_0(1+\varepsilon)$, so positive $\varepsilon$ means an oversized cell.

The relaxation volume $\Delta V$ is the change in the stress-free volume of the cell when the defect is made while the number of lattice sites stays fixed. It is positive if the defect pushes the crystal outwards.

Let $\nu$ be the number of silicon atoms added: $\nu=+1$ for a self-interstitial and $\nu=-1$ for a vacancy. The formation energy is

$$E_f(\varepsilon)=E_d(\varepsilon)-\frac{N+\nu}{N}E_b(\varepsilon),$$

where $E_d$ and $E_b$ are the energies of the defect cell and the perfect cell at the same lattice constant. The exchanged atoms are thus valued at the energy per atom of the equally strained perfect crystal. Because the defect is neutral, no electron reservoir or band-edge energy enters.

## Solution of (a)

**Perfect cell.** The bulk modulus is $B=V\,d^2E_b/dV^2$ at equilibrium, where the first derivative vanishes. With $\delta V=V-V_0$, the expansion to second order is

$$E_b=E_b(0)+\frac{B}{2V_0}\,\delta V^2 .$$

The volume change follows from the strain:

$$\delta V=V_0\left[(1+\varepsilon)^3-1\right]=V_0(3\varepsilon+3\varepsilon^2+\varepsilon^3)\approx 3V_0\varepsilon .$$

For $\varepsilon=0.01$ the full expression gives 3.03 %, against 3.0 % from the linear term.

**Defect cell.** By the definition of $\Delta V$, its relaxed energy is lowest at $V=V_0+\Delta V$. Call that minimum $E_m$. Near it, and as long as the defect keeps the same bonding arrangement under strain,

$$E_d=E_m+\frac{k}{2}(\delta V-\Delta V)^2,\qquad k=\frac{B}{V_0}\left(1+\frac{\kappa}{N}\right).$$

The number $\kappa$ describes how the defect alters the stiffness of the cell. One defect affects a limited neighbourhood, so the relative change is taken to be proportional to the defect concentration $1/N$.

**Difference.** Expanding the square gives

$$(\delta V-\Delta V)^2=\delta V^2-2\,\Delta V\,\delta V+\Delta V^2 .$$

The last term is already present at $\varepsilon=0$ and cancels when the energy at zero strain is subtracted:

$$E_d(\varepsilon)-E_d(0)=\frac{k}{2}\,\delta V^2-k\,\Delta V\,\delta V .$$

The reservoir term contributes

$$-\frac{N+\nu}{N}\left[E_b(\varepsilon)-E_b(0)\right]=-\left(1+\frac{\nu}{N}\right)\frac{B}{2V_0}\,\delta V^2 .$$

Adding the two and inserting $k$ yields

$$E_f(\varepsilon)-E_f(0)=-\frac{B\,\Delta V}{V_0}\left(1+\frac{\kappa}{N}\right)\delta V+\frac{B}{2V_0}\,\frac{\kappa-\nu}{N}\,\delta V^2 .$$

With $\delta V\approx3V_0\varepsilon$ and $V_0/N=\Omega$, the second term becomes $\tfrac92B\Omega(\kappa-\nu)\varepsilon^2$. It is of second order in strain. The quadratic expansions leave out the cubic terms of the energies, which add further contributions of order $\varepsilon^2$ and further corrections of order $1/N$ to the slope, so this term alone is not the full second-order shift. To first order in strain, and for a dilute defect, none of these matter:

$$\boxed{E_f(\varepsilon)-E_f(0)=-3B\,\Delta V\,\varepsilon}$$

The physical content is simple. Holding the crystal at the wrong size produces a pressure $P=-3B\varepsilon$, and a defect that expands by $\Delta V$ does work $P\,\Delta V$ against it. In an oversized cell the pressure is negative, which helps an expanding defect and lowers its formation energy.

**Numbers.** The pressure magnitude is

$$|P|=3\times98\ \text{GPa}\times0.01=2.94\ \text{GPa}.$$

Since $1\ \text{GPa}\,\text{Å}^3=0.006242$ eV,

$$|P|\,\Delta V=2.94\times20\times0.006242\ \text{eV}=0.367\ \text{eV},$$

or 0.0135 hartree. The shift is therefore roughly 0.4 eV. For $\Delta V=+20\ \text{Å}^3$ it is downward in an oversized cell and upward in an undersized one. For $\Delta V=-20\ \text{Å}^3$ both signs reverse.

**Accuracy of the linear estimate.** Silicon stiffens under compression. To size this effect, suppose that the defect takes a constant volume $\Delta V$ away from the host, so that $E_d(V)=E_b(V-\Delta V)+\text{const}$. For small $\Delta V/V_0$, the energy difference between the defect and perfect cells then changes by $-\Delta V\,dE_b/dV=P\,\Delta V$, now with the full nonlinear pressure. If the bulk modulus grows linearly with pressure, then

$$-V\frac{dP}{dV}=B+B'P .$$

Separating the variables and integrating from $P=0$ at $V_0$ gives

$$\frac{1}{B'}\ln\frac{B+B'P}{B}=\ln\frac{V_0}{V},
\qquad
P=\frac{B}{B'}\left[(1+\varepsilon)^{-3B'}-1\right].$$

With a rough $B'=4$, the shift is $+0.392$ eV at $\varepsilon=-1\,\%$ and $-0.344$ eV at $+1\,\%$. Each magnitude differs from the linear estimate of 0.367 eV by less than 0.03 eV.

The choice of reservoir matters less. Valuing the exchanged atom at the energy of unstrained silicon instead changes $E_f$ by the strain energy per atom, $\tfrac92B\Omega\varepsilon^2$. With $\Omega=20.01\ \text{Å}^3$, from a rough lattice constant of 0.543 nm, this is 0.0055 eV.

## Solution of (b)

The boxed result does not contain $N$. A larger cell has a smaller defect-induced pressure, but a proportionally larger volume change for the same strain, and the product stays constant. Enlarging the supercell therefore does not cure a wrong lattice constant.

A different error does disappear with size. At the correct lattice constant, $\delta V=0$, the fixed defect cell still lies above its own stress-free minimum by

$$E_d(0)-E_m\approx\frac{B\,\Delta V^2}{2V_0}=\frac{B\,\Delta V^2}{2N\Omega}.$$

For 216 sites this is

$$\frac{98\times20^2}{2\times216\times20.01}\times0.006242\ \text{eV}=0.028\ \text{eV},$$

and it falls as $1/N$. It measures the difference between fixing and relaxing the cell volume; it is not the whole finite-size error of a supercell calculation.

The slope with respect to strain can also be obtained without changing the cell. Write the relaxed energy as $E_d(\varepsilon)=\mathcal E(u(\varepsilon),\varepsilon)$, where $u$ denotes the scaled atomic coordinates. Then

$$\frac{dE_d}{d\varepsilon}=\frac{\partial\mathcal E}{\partial\varepsilon}+\sum_i\frac{\partial\mathcal E}{\partial u_i}\frac{du_i}{d\varepsilon}=\frac{\partial\mathcal E}{\partial\varepsilon},$$

because the forces $-\partial\mathcal E/\partial u_i$ vanish in the relaxed structure. At $\varepsilon=0$ the remaining derivative is $-3V_0p_d$, where $p_d$ is the residual pressure of the defect cell. Equating it to $-3B\,\Delta V$ gives

$$\Delta V\approx\frac{p_dV_0}{B}.$$

One relaxation at the equilibrium lattice constant thus gives an estimate of the relaxation volume, provided that the computed stress is converged. The estimate improves as the cell grows.

## Solution of (c)

**Epitaxial film.** Take a film on a (001) substrate with in-plane strain $\varepsilon$ along both cube axes and a free top surface. The stress normal to the surface vanishes:

$$0=C_{12}(\varepsilon+\varepsilon)+C_{11}\varepsilon_z
\quad\Rightarrow\quad
\varepsilon_z=-\frac{2C_{12}}{C_{11}}\varepsilon .$$

The sum of the three axial strains is therefore

$$\operatorname{tr}\varepsilon=2\varepsilon+\varepsilon_z=2\varepsilon\left(1-\frac{C_{12}}{C_{11}}\right).$$

If the defect has cubic symmetry, its energy responds equally to strain along each cube axis. The isotropic result assigns $-B\,\Delta V$ to each unit of axial strain, so the film shift is $-B\,\Delta V\operatorname{tr}\varepsilon$. With rough values $C_{11}=166$ GPa and $C_{12}=64$ GPa, the trace is 1.23 %, and the magnitude is

$$98\times20\times0.0123\times0.006242\ \text{eV}\approx0.15\ \text{eV}.$$

The film contracts along its normal when stretched in the plane, which cancels part of the volume change. A defect of lower symmetry can respond unequally along the three axes, and its shift then depends on its orientation in the film.

**Reservoir under the same pressure.** Now let the crystal and the silicon reservoir both be under a real external pressure $P$. The relevant quantity is the formation enthalpy

$$H_f=H_d-\frac{N+\nu}{N}H_b .$$

For a cell relaxed at pressure $P$, $dH/dP=V$. At zero pressure this gives

$$\frac{dH_f}{dP}=(V_0+\Delta V)-\frac{N+\nu}{N}V_0=\Delta V-\nu\Omega .$$

The interstitial shift is $P(\Delta V-\Omega)$ and the vacancy shift is $P(\Delta V+\Omega)$. The extra term arises because moving an atom between reservoir and crystal also moves its volume $\Omega$. Here $P\Omega=0.367$ eV, as large as the original estimate, because $\Delta V$ nearly equals the atomic volume. For a mere error in the supercell lattice constant there is no external pressure on the reservoir, and the result of part (a) applies.

## Table of cases

All rows use $B=98$ GPa and $\Delta V=+20\ \text{Å}^3$, to first order in strain or pressure.

| Condition | Shift (eV) |
|---|---:|
| Isotropic, $\varepsilon=+1\,\%$ | $-0.37$ |
| Isotropic, $\varepsilon=-1\,\%$ | $+0.37$ |
| Isotropic, $\varepsilon=+0.1\,\%$ | $-0.037$ |
| Epitaxial on (001), in-plane $\varepsilon=+1\,\%$ | $-0.15$ |
| Interstitial, reservoir also at $+2.94$ GPa | $0.00$ |
| Vacancy, reservoir also at $+2.94$ GPa | $+0.73$ |

The zero in the fifth row results from the near equality of $\Delta V$ and $\Omega$ in this example; it is not a general property of interstitials. The vacancy row keeps the same positive $\Delta V$ only for comparison. If the neighbours of a vacancy relax inwards and make $\Delta V$ negative, this counteracts the $+\Omega$ term.

## An atomistic comparison

The elastic argument can be tested on a crystal in which every atom is relaxed explicitly. The Stillinger-Weber potential, a classical model of silicon, was used for a tetrahedral self-interstitial in a 216-site cell. This tests the mechanics and omits the electronic structure, so its defect energies are not first-principles values.

In this model $B=101.4$ GPa, and relaxing the cell at zero pressure gives $\Delta V=42.72\ \text{Å}^3$, about twice the value in the problem. The predicted shift at $+1\,\%$ is $-0.811$ eV. The directly computed shifts are $-0.794$ eV at $+1\,\%$ and $+0.860$ eV at $-1\,\%$. Half their difference, which removes terms even in strain, is

$$\frac{-0.794-0.860}{2}\ \text{eV}=-0.827\ \text{eV}.$$

Its magnitude is 2 % above that of the linear formula. The even part is $(-0.794+0.860)/2=0.033$ eV, the size of the second-order terms in this model.

These values still move with cell size: from 216 to 1000 sites $\Delta V$ rises from 42.72 to $42.87\ \text{Å}^3$, the odd part changes from $-0.827$ to $-0.818$ eV, and the gap to the linear formula narrows from 2 % to 0.5 %. In a 64-site cell the odd part is $-0.856$ eV. The shift thus changes by only a few percent while the number of sites changes by more than a factor of three, in agreement with part (b). The residual energy of the fixed 216-site cell is 0.135 eV directly and 0.134 eV from $B\,\Delta V^2/(2V_0)$. The slope of the relaxed energy is $-82.66$ eV per unit strain from finite differences and $-82.63$ eV from the stress at fixed scaled coordinates.

The two results of part (c) also hold in this model. The odd part of the epitaxial shift is $-0.268$ eV from the formula. Directly it is $-0.273$ eV with the normal strain of the defect cell held at the value of the perfect film, and $-0.266$ eV when the defect cell also relaxes along the normal. For the interstitial with its reservoir at 3.04 GPa, the part of the enthalpy shift that is odd in pressure is $+0.43$ eV by both routes. It does not vanish here, because $\Delta V$ is well above $\Omega$. The remaining values are in the numerical output.

## Bearing on real silicon

The bulk modulus and elastic constants used here are close to those of silicon. A relaxation volume of one atomic volume is an input of the problem, not a value for a particular defect; the shift scales linearly with it. A one-percent mismatch is somewhat large but realistic in scale: the PBE functional gives a silicon lattice constant roughly 0.7 % above the measured one. The bulk modulus that enters is that of the functional, roughly 89 GPa for PBE. Combining PBE with the measured constant would therefore raise $E_f$ by about $3\times89\times0.007\times20\times0.006242\approx0.23$ eV for this $\Delta V$, or about 0.25 eV when the stiffening under compression is included. The remedy is to use the equilibrium lattice constant of the same functional, with the same numerical settings, for both cells.

Such an error matters for predicted concentrations. If it enters the factor $\exp(-E_f/k_BT)$ unchanged, then at 1300 K, where $k_BT=0.112$ eV, 0.367 eV changes the concentration by a factor of about 26. Thermal expansion is also not negligible at process temperatures. A rough mean coefficient of $4\times10^{-6}\ \text{K}^{-1}$ over 1000 K gives 0.40 % strain, which lowers the static formation energy by 0.15 eV for this $\Delta V$. The vibrational part of the formation free energy can be at least as large, so a static calculation in the expanded cell does not by itself give the free energy at that temperature. In strained device layers the assumption that fails is isotropic strain. For a cubic-symmetric defect in a (001) film at one percent biaxial in-plane strain, the magnitude falls from 0.37 to 0.15 eV. The trace depends on the orientation and the loading: with a rough $C_{44}=80$ GPa the magnitude is about 0.18 eV on (110) and 0.19 eV on (111), and about 0.07 eV for one percent axial strain produced by uniaxial stress along [110]. The split self-interstitial and the distorted neutral vacancy in silicon have lower symmetry; for such defects the trace formula gives only the average over equivalent orientations, and a single orientation can shift by more or less. For charged defects, the strain dependence of the band edges must be added.

## Calculated quantities

```
EXAMPLE: silicon, isotropic mismatch
bulk modulus: 98 GPa
relaxation volume: 20 A^3
lattice mismatch: 1.0 %
linear volume strain: 3.0 %
exact volume strain: 3.03 %
pressure magnitude: 2.94 GPa
1 GPa A^3: 0.006242 eV
energy shift magnitude: 0.367 eV
same shift: 0.0135 hartree
shift per 0.1 % mismatch: 0.0367 eV
temperature for Boltzmann factor: 1300 K
kT there: 0.1120 eV
Boltzmann factor of shift: 26.5
NEGLECTED EFFECTS AND OTHER CONDITIONS
rough pressure derivative B': 4
shift, -1 %, with B': +0.392 eV
shift, +1 %, with B': -0.344 eV
rough lattice constant: 0.543 nm
volume per atom: 20.01 A^3
reservoir strain energy: 0.0055 eV
residual, 216 sites: 0.0283 eV
rough mean expansion coefficient: 4.0e-06 1/K
heating: 1000 K
thermal strain: 0.40 %
thermal-strain shift: 0.147 eV
rough C11, C12: 166, 64 GPa
epitaxial strain trace: 1.23 %
epitaxial shift magnitude: 0.150 eV
P*omega: 0.367 eV
P*(dV-omega), interstitial: -0.000 eV
P*(dV+omega), vacancy: +0.734 eV
SW MODEL TEST: tetrahedral interstitial
lattice constant: 0.5431 nm
bulk modulus: 101.4 GPa
C11, C12: 151.4, 76.4 GPa
formation energy, 216 sites: 5.001 eV
relaxation volume: 42.72 A^3
direct shift at +1 %: -0.7939 eV
direct shift at -1 %: +0.8601 eV
odd part, 216 sites: -0.8270 eV
-3 B dV strain: -0.8114 eV
odd part, 64 sites: -0.8557 eV
slope, finite difference: -82.658 eV
slope, virial: -82.634 eV
residual energy, direct: 0.1352 eV
residual energy, formula: 0.1336 eV
epitaxial odd part, direct: -0.2725 eV
epitaxial odd part, formula: -0.2679 eV
test pressure: 3.04 GPa
enthalpy shift, direct: +0.4305 eV
enthalpy shift, formula: +0.4311 eV
```
